# Barrier lowering at a grain boundary with fixed interface charge

## Definitions and signs

Two grains of the same n-type semiconductor meet at the plane \(x=0\). Both have donor density \(N_d\) and permittivity \(\varepsilon\). The plane holds the charge \(-eN_s\) per unit area, with \(e>0\), and this charge is assumed not to change with bias.

The left grain, F (forward), is connected to the negative terminal; the right grain, R (reverse), to the positive one. The voltage \(V\ge0\) is the part of the applied voltage that drops across the boundary, without the ohmic drop in the grains. With the electrostatic potential \(\psi\) set to zero in the neutral part of F, the neutral part of R lies at \(\psi=V\).

The barriers \(\phi_F\) and \(\phi_R\) are positive potentials, measured from the neutral part of each grain to the boundary:
\[
\phi_F=-\psi(0),\qquad \phi_R=V-\psi(0)=\phi_F+V. \tag{1}
\]
An electron in F therefore needs the energy \(e\phi_F\) to reach the top, and one in R needs \(e\phi_R\). A barrier in volts has the same number in eV.

First, the depletion approximation is used: mobile electrons are absent within widths \(w_F\) and \(w_R\) of the boundary, and the grains are neutral beyond. Each grain must be wide enough to keep a neutral part.

## One side, then two equal sides

In the depleted part of F the charge density is \(eN_d\), so
\[
\frac{d^2\psi}{dx^2}=-\frac{eN_d}{\varepsilon},\qquad -w_F<x<0 .
\]
At the depletion edge both \(\psi\) and its slope vanish. Integrating twice gives
\[
\frac{d\psi}{dx}=-\frac{eN_d}{\varepsilon}(x+w_F),\qquad
\psi(0)=-\frac{eN_dw_F^2}{2\varepsilon}.
\]
The same integration from the other edge applies to R. Hence
\[
\phi_F=\frac{eN_dw_F^2}{2\varepsilon},\qquad
\phi_R=\frac{eN_dw_R^2}{2\varepsilon}. \tag{2}
\]

The donors uncovered on both sides must balance the charge of the plane:
\[
eN_d(w_F+w_R)=eN_s. \tag{3}
\]
At \(V=0\), equation (1) makes the barriers equal, and (2) then makes the widths equal. Call this width \(w_0\) and the barrier \(\phi_0\):
\[
w_0=\frac{N_s}{2N_d},\qquad
\phi_0=\frac{eN_dw_0^2}{2\varepsilon}=\frac{eN_s^2}{8\varepsilon N_d}. \tag{4}
\]
As a limit, \(N_s\to0\) removes both width and barrier. At fixed \(N_s\), more donors lower the barrier, because the same charge is screened over a shorter distance.

## Adding a voltage

Since \(N_s\) is fixed, (3) keeps the total width constant:
\[
w_F+w_R=2w_0 . \tag{5}
\]
Bias moves depletion width from F to R without creating any. From (4), \(eN_d/2\varepsilon=\phi_0/w_0^2\), so the voltage condition becomes
\[
V=\phi_R-\phi_F=\frac{\phi_0}{w_0^2}(w_R^2-w_F^2)
=\frac{\phi_0}{w_0^2}(w_R-w_F)(w_R+w_F).
\]
The last bracket is \(2w_0\), which gives
\[
w_R-w_F=\frac{w_0V}{2\phi_0}.
\]
Half the difference between (5) and this equation is \(w_F\); half their sum is \(w_R\):
\[
w_F=w_0\left(1-\frac{V}{4\phi_0}\right),\qquad
w_R=w_0\left(1+\frac{V}{4\phi_0}\right). \tag{6}
\]
Inserting the widths in (2) gives the barriers,
\[
\boxed{\phi_F=\phi_0\left(1-\frac{V}{4\phi_0}\right)^2},\qquad
\phi_R=\phi_0\left(1+\frac{V}{4\phi_0}\right)^2,
\qquad 0\le V\le4\phi_0. \tag{7}
\]
Their difference is \(4\phi_0\,V/(4\phi_0)=V\), as (1) requires.

**Small voltage.** Differentiation gives
\[
\frac{d\phi_F}{dV}=-\frac12\left(1-\frac{V}{4\phi_0}\right),\qquad
\frac{d\phi_R}{dV}=\frac12\left(1+\frac{V}{4\phi_0}\right).
\]
At first the voltage divides equally. Later a growing share goes to R, whose wider layer changes its potential more for a given change of width.

**End of the range.** At \(V=4\phi_0\), \(w_F\) and \(\phi_F\) vanish, while \(w_R=2w_0\) and \(\phi_R=4\phi_0\). To see what happens beyond, insert \(w_R=2w_0-w_F\) in the voltage condition:
\[
V=4\phi_0\left(1-\frac{w_F}{w_0}\right).
\]
A width cannot be negative, so depletion alone can hold at most \(4\phi_0\). The square in (7) rises again for larger \(V\), but that branch belongs to \(w_F<0\) and is not a solution. A higher total voltage requires electron accumulation in F or a drop elsewhere in the grains.

**Capacitance.** The charge uncovered in R is \(Q_R=eN_dw_R\) per area. Using (6) and then (4),
\[
C=\frac{dQ_R}{dV}=\frac{eN_dw_0}{4\phi_0}=\frac{\varepsilon}{2w_0}. \tag{8}
\]
In the depletion approximation it does not depend on bias, since the total depleted width is constant. This is the capacitance for a signal that leaves the interface charge unchanged.

## Restoring the mobile electrons

The depletion edge is not sharp. Let \(v_t=k_BT/e\), and let \(u\ge0\) be the local barrier potential, measured from the neutral grain on the side considered. If all donors are ionized, the quasi-Fermi level is flat up to the boundary and the electrons are nondegenerate, their density is \(N_de^{-u/v_t}\), and
\[
\frac{d^2u}{dx^2}=\frac{eN_d}{\varepsilon}\left(1-e^{-u/v_t}\right).
\]
Multiply by \(du/dx\) and integrate from the neutral grain, where \(u\) and its slope are zero. The field magnitude \(E_i\) at the boundary on side \(i\) obeys
\[
E_i^2=\frac{2eN_d}{\varepsilon}G_i,\qquad
G_i=\phi_i-v_t\left(1-e^{-\phi_i/v_t}\right). \tag{9}
\]
Gauss's law requires \(E_F+E_R=eN_s/\varepsilon\) while both fields point towards the plane. Dividing by \(\sqrt{2eN_d/\varepsilon}\) and using (4),
\[
\sqrt{G_F}+\sqrt{G_R}=2\sqrt{\phi_0}. \tag{10}
\]
When both barriers are several \(v_t\), the exponentials in (9) can be dropped. Then \(G_i=\phi_i-v_t\) and \(G_R-G_F=V\). Dividing this difference by (10) gives \(\sqrt{G_R}-\sqrt{G_F}=V/(2\sqrt{\phi_0})\), and subtraction from (10) yields
\[
\phi_F\simeq v_t+\phi_0\left(1-\frac{V}{4\phi_0}\right)^2. \tag{11}
\]
From here on, \(\phi_0\) remains the depletion value (4); the full zero-bias barrier is close to \(\phi_0+v_t\).

The end point also moves. At \(\phi_F=0\), (9) gives \(G_F=0\), so (10) gives \(G_R=4\phi_0\) with \(\phi_R=V\):
\[
V_{\rm flat}=4\phi_0+v_t\left(1-e^{-V_{\rm flat}/v_t}\right)\simeq4\phi_0+v_t. \tag{12}
\]
In the limit \(v_t\to0\), (11) and (12) return to the depletion result. Equation (12) is an electrostatic limit: near it a large current flows, and flat quasi-Fermi levels become doubtful.

## From barrier to current

For a Maxwell distribution of electrons with isotropic mass \(m\), the flux from F that clears the barrier is
\[
N_d\int_{v_{\min}}^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,
e^{-mv^2/2k_BT}\,dv
=N_dv_{\rm th}e^{-\phi_F/v_t},\qquad
v_{\rm th}=\sqrt{\frac{k_BT}{2\pi m}},
\]
where \(mv_{\min}^2/2=e\phi_F\). The flux from R has \(\phi_R=\phi_F+V\) in the exponent. The net current density is therefore
\[
J=eN_dv_{\rm th}e^{-\phi_F/v_t}\left(1-e^{-V/v_t}\right). \tag{13}
\]
Expanding the square in (11),
\[
\frac{\phi_F}{v_t}=1+\frac{\phi_0}{v_t}-\frac{V}{2v_t}+\frac{V^2}{16\phi_0v_t}.
\]
Since \(e^{V/2v_t}(1-e^{-V/v_t})=2\sinh(V/2v_t)\), (13) becomes
\[
J=2eN_dv_{\rm th}\,e^{-1-\phi_0/v_t}\,
\sinh\!\left(\frac{V}{2v_t}\right)
\exp\!\left(-\frac{V^2}{16\phi_0v_t}\right). \tag{14}
\]
For \(V\ll v_t\) the current is ohmic. For \(V\gg v_t\), within the range of (11), the logarithmic slope is \((1-V/4\phi_0)/(2v_t)\). The factor 2 comes from the equal division of a small voltage; the bracket shows how F loses its share.

## When is the interface charge fixed?

Suppose the interface states exchange electrons equally with both grains. The electron density that fills them is the average of the densities arriving from the two sides,
\[
n_b=\frac{N_d}{2}e^{-\phi_F/v_t}\left(1+e^{-V/v_t}\right).
\]
The Fermi level that describes their filling moves relative to the band edge at the boundary by
\[
\Delta=v_t\ln\frac{n_b(V)}{n_b(0)}
=\phi_F(0)-\phi_F(V)+v_t\ln\frac{1+e^{-V/v_t}}2. \tag{15}
\]
With (11), this is \(\Delta=v_t\ln\cosh(V/2v_t)-V^2/(16\phi_0)\). For small \(V\) it equals \((V^2/8)(1/v_t-1/2\phi_0)\), which is positive where (11) holds, since \(\phi_0\) is then several \(v_t\). For the example below, \(\Delta\) was positive at all 40 voltages tested between 0.02 and 1.5 V. States that are full at zero bias then stay full. Under steady bias, fixed charge thus means deep, filled states, with no appreciable density of empty states in the energy range through which this Fermi level rises. A pulse too short to fill empty states also leaves the charge fixed.

The opposite limit is a very large density of partly filled states. A finite \(\Delta\) would then add an enormous charge, so \(\Delta\) must tend to zero, and (15) gives
\[
\phi_F(V)=\phi_F(0)-v_t\ln\frac{2}{1+e^{-V/v_t}} .
\]
The barrier falls by no more than \(v_t\ln2\) while the interface charge grows. The square law and this pinned barrier are two limits of the same boundary. For a constant density \(D\) of partly filled states per area and energy, \(N_s\) in (10) is replaced by \(N_s+D\Delta\), with \(\Delta\) expressed in eV.

## A polycrystalline zinc oxide film

Take rough typical parameters at 300 K: \(N_d=5\times10^{17}\) cm⁻³, \(N_s=3\times10^{12}\) cm⁻², relative permittivity 8.5 and mass \(0.28\,m_e\). The grains are 100 nm wide, the film is 50 nm thick, and the mobility inside a grain is 50 cm²/Vs. From (4),
\[
w_0=\frac{3\times10^{12}}{2(5\times10^{17})}\ {\rm cm}=30\ {\rm nm},
\]
\[
\phi_0=\frac{(1.602\times10^{-19})(3\times10^{12})^2}
{8(8.5)(8.854\times10^{-14})(5\times10^{17})}\ {\rm V}=0.479\ {\rm V}.
\]
The depletion limit is \(4\phi_0=1.92\) V, and (12) gives 1.94 V. In a chain of equal boundaries at equal voltage, each grain contains one F layer and one R layer. In the depletion model they together occupy 60 nm at any bias in the range, leaving 40 nm neutral, about eight Debye lengths of 4.9 nm.

The values here are those of the one-dimensional model, which strictly needs a film much thicker than the depletion layers. In a 50 nm film some of the field leaks into the air and the substrate. At zero bias this lowers the barrier at the faces of the film, by roughly 0.05 V next to air, 0.14 V next to a substrate of relative permittivity 4, and 0.24 V next to one of relative permittivity 10. The interior is lowered less. With air above and air or one of these substrates below, the lowering averaged over the thickness is about 0.02, 0.04 and 0.07 V, and weighted by the thermionic current about 0.02, 0.06 and 0.14 V. The real current may therefore be considerably larger.

At \(V=1.0\) V, \(V/4\phi_0=0.522\). Equation (6) gives \(w_F=14.3\) nm and \(w_R=45.7\) nm, and (7) gives
\[
\phi_F=0.479(1-0.522)^2\ {\rm V}=0.109\ {\rm V}.
\]
Adding \(v_t=0.026\) V gives 0.135 V. A finite-difference solution of the nonlinear Poisson equation also gives 0.135 V. At 1.5 V, (11) gives 0.048 V and the full solution 0.044 V: the barrier is now less than \(2v_t\), and the dropped exponentials matter.

With \(eN_dv_{\rm th}=4.07\times10^5\) A/cm², the thermionic current density at 1.0 V is
\[
J\simeq4.07\times10^5\,e^{-0.1352/0.02585}
\simeq2.2\times10^3\ {\rm A/cm^2}.
\]
At 0.5 V it is 6.0 A/cm². Equation (14) agrees within 2% with the current calculated from the numerical barrier at 0.1, 0.5 and 1.0 V. The remaining values are in the numerical output.

## What changes the barrier

**Partly filled states.** Let \(D=10^{12}\) cm⁻² eV⁻¹, an assumed value. At 1.0 V the interface charge grows by 9.3%. Since \(\phi_0\propto N_s^2\), the value to use in (11) is \(0.479(1.093)^2=0.572\) V, and
\[
\phi_F\simeq0.026+0.572\left(1-\frac{1.0}{4(0.572)}\right)^2\ {\rm V}
=0.207\ {\rm V}.
\]
The full calculation gives 0.207 V instead of 0.135 V. The difference of 0.072 V lowers the thermionic current about 16 times. A charge change below ten per cent therefore matters greatly: it raises \(\phi_0\) and also reduces the fraction of \(4\phi_0\) that has been applied.

At zero bias the Fermi level lies 0.56 eV below the band edge at the boundary. The states supplying the fixed charge must lie several \(k_BT\) deeper than this to be nearly full.

**Discrete charges.** The mean spacing \(a=N_s^{-1/2}\) is 5.8 nm, not negligible beside \(w_0\). For randomly placed charges, sum the squared Coulomb potentials over a disc of radius \(w_0\), seen from a distance \(a\):
\[
\sigma^2=N_s\left(\frac{e}{4\pi\varepsilon}\right)^2
\int_0^{w_0}\frac{2\pi r\,dr}{r^2+a^2}
=\pi N_s\left(\frac{e}{4\pi\varepsilon}\right)^2
\ln\left(1+\frac{w_0^2}{a^2}\right).
\]
This gives \(\sigma\simeq0.095\) V. The two cut-off lengths are choices, so this is a rough size; treating the neutral grains as conducting planes that screen the charges gives about 0.07 V at zero bias. At 1.0 V the neutral part of F is closer and screens more strongly, which leaves 0.05 to 0.06 V. Halving or doubling the distance \(a\) moves these screened values by 0.02 to 0.03 V. The donors are also placed at random and, in the same screened estimate, contribute a spread of their own of 0.04 to 0.05 V. Even without them it is a large part of the barrier at that voltage: an equal local lowering raises the local thermionic current about 7 to 10 times. The one-dimensional \(\phi_F\) is then only roughly the lateral average of the barrier; current favours the low places.

**Permittivity, temperature and electron density.** At fixed \(N_s\) and \(N_d\), relative permittivities of 7.8 and 8.8, a rough range for the crystal directions, give \(\phi_0=0.522\) and 0.463 V. At 1.0 V the two barriers still differ by about 0.04 V, which changes the thermionic current five to six times. Heating to 400 K raises \(v_t\) to 0.034 V, shifting (11) by about 0.009 V if the charges stay fixed. The ratio of \(N_d\) to the effective density of band states is 0.13, so nondegenerate statistics are a reasonable approximation. Full ionization is a stronger assumption: isolated donor levels with spin degeneracy 2, lying 0.02 to 0.05 eV below the band edge, would leave only about 50 to 70% of the electrons in the neutral grains, and the thermionic current at 1.0 V would be about 0.4 to 0.7 of the value given. At 1.5 V, electrons crossing R at a rough speed of \(10^7\) cm/s have a density of 9% of \(N_d\), which begins to disturb the assumed space charge and raises the barrier by roughly 0.01 V. At a flat barrier the density would be about half of \(N_d\), so the 1.94 V from (12) does not predict where a real boundary becomes flat.

## What changes the current through a given barrier

**Tunnelling.** Solving the Schrödinger equation for the depletion profile multiplies the classical current by 3.0 at 0.1 V, 2.8 at 0.5 V and 2.2 at 1.0 V. This includes reflection above the barrier. The factor is equivalent to lowering the barrier by 20 to 29 meV, but \(\phi_F\) itself is unchanged in this calculation.

The profile suggests why the gain falls. Near the top the sides are nearly straight, so at a depth \(\delta\) volts below it the barrier has width
\[
\frac{\delta}{E_F}+\frac{\delta}{E_R}
=\frac{2\delta}{E_0}\,\frac{1}{1-(V/4\phi_0)^2},
\]
where \(E_0=eN_dw_0/\varepsilon\), and \(E_F\) and \(E_R\) are proportional to the widths in (6). At fixed depth the tip is thinnest at zero bias. At 1.0 V it is about 37% wider close to the top, and the difference grows further down, where the sides curve.

**Supply by diffusion.** Scattering can hinder electrons on their way to the top. Neglecting the return flux, let \(\Gamma\) be the particle flux and \(s=n\,e^{u/v_t}\). The drift-diffusion equation is \(\Gamma=-\mu v_te^{-u/v_t}\,ds/dx\). Integrating over F and setting \(\Gamma=v_{\rm th}s(0)e^{-\phi_F/v_t}\) at the boundary gives
\[
\Gamma=\frac{N_de^{-\phi_F/v_t}}{1/v_{\rm th}+1/v_d},\qquad
\frac1{v_d}=\frac1{\mu v_t}\int_{-w_F}^{0}e^{[u(x)-\phi_F]/v_t}\,dx .
\]
In this estimate the thermionic current is multiplied by 0.74, 0.69 and 0.56 at 0.1, 0.5 and 1.0 V. The forward field weakens with bias, so a longer region near the top limits the supply. The factors are rough. Electrons scattered back from R are left out, and in F the potential falls by \(v_t\) within 1 to 2 nm of the top. This is about one mean free path, too short for the drift-diffusion equation to be reliable.

**Grain resistance and heat.** The thermionic current produces a drop of 2 mV in the neutral grain at 1.0 V, but 73 mV at 1.5 V. If every grain carries the stated boundary voltage, the film dissipates 1.5 W/cm² at 0.5 V and about \(1.1\times10^3\) W/cm² at 1.0 V. Without heat loss, the film at 1.0 V would warm by 10 K in about 0.1 µs, so the upper part of the range calls for very short pulses.

**Breakdown.** At \(4\phi_0\) the peak field is 0.64 MV/cm. For \(V\le4\phi_0\), an electron starting near the band edge in F gains at most 1.92 eV at one boundary, below the band gap of about 3.3 eV, so it cannot create an electron-hole pair across the gap. Ionization of interface states is not excluded.

## Reading the model beside a real film

The donor density, sheet charge and grain size are plausible for a resistive polycrystalline ZnO film, but they vary widely with growth and annealing. The barrier of 0.48 V is high for a well-conducting film, where more donors or less interface charge give a smaller \(\phi_0\). In a film 10 µm long with 100 nm grains, 10 V gives about 0.1 V per boundary if the voltage divides equally. There the barrier falls by nearly half the boundary voltage, and the approach to \(4\phi_0\) is not reached.

Even in a film much thicker than the depletion layers, the result is sensitive to the assumption of a fixed, uniform interface charge. For the values used here, recharging moves the barrier at 1.0 V by 0.07 V, and random interface charges alone spread it laterally by roughly 0.05 to 0.06 V. Both exceed the thermal correction of 0.026 V, the second for the cut-off length chosen above. A measured current that follows (14) is consistent with fixed charge, but does not establish it. If the number of boundaries is unknown, the voltage across each one is uncertain, and a boundary with a moderate density of partly filled states can give nearly the same curve: for \(D=10^{12}\) cm⁻² eV⁻¹, (14) with the voltage divided by 1.4 and \(\phi_0=0.47\) V matches it within 4% up to 1.0 V. The match worsens as \(D\) rises. Tunnelling, diffusion and unequal boundaries also change the slope.

## Computed values

```
Inputs: Nd = 5.0e+17 cm^-3, Ns = 3.0e+12 cm^-2
Inputs: eps_r = 8.5, mass = 0.28 m_e, T = 300.0 K
Inputs: grain 100.0 nm, film 50.0 nm, mu 50.0 cm2/Vs
kT/e = 0.02585 V; Debye length = 4.93 nm
Zero-bias width each side w0 = 30.00 nm; sum = 60.00 nm
Barrier phi0 = 0.4790 V; limit 4 phi0 = 1.9160 V
Flat band with mobile electrons = 1.9418 V
Fixed-charge capacitance = 0.1254 uF/cm2
Emission speed v_th = 5.084e+06 cm/s; e Nd v_th = 4.073e+05 A/cm2
Widths forward/reverse (nm), barriers: law, law+kT/e, Poisson (V)
V=0.0 V: 30.00 / 30.00 nm; 0.4790, 0.5048, 0.5048 V
V=0.1 V: 28.43 / 31.57 nm; 0.4303, 0.4561, 0.4561 V
V=0.5 V: 22.17 / 37.83 nm; 0.2616, 0.2875, 0.2875 V
V=1.0 V: 14.34 / 45.66 nm; 0.1095, 0.1353, 0.1352 V
V=1.5 V: 6.51 / 53.49 nm; 0.0226, 0.0484, 0.0443 V
Thermionic J, drop in neutral grain, areal heating of the film
V=0.1 V: J=8.666e-03 A/cm2; drop=8.65e-09 V; 4.33e-04 W/cm2
V=0.5 V: J=6.036e+00 A/cm2; drop=6.03e-06 V; 1.51e+00 W/cm2
V=1.0 V: J=2.179e+03 A/cm2; drop=2.18e-03 V; 1.09e+03 W/cm2
V=1.5 V: J=7.347e+04 A/cm2; drop=7.34e-02 V; 5.78e+04 W/cm2
Current factor from tunnelling and reflection; equivalent lowering
V=0.1 V: factor 3.020; lowering 28.6 meV
V=0.5 V: factor 2.787; lowering 26.5 meV
V=1.0 V: factor 2.159; lowering 19.9 meV
Current factor from diffusion-limited supply, 1/(1+v_th/v_d)
V=0.1 V: factor 0.742
V=0.5 V: factor 0.687
V=1.0 V: factor 0.557
Partly filled states assumed: 1.0e+12 cm^-2 eV^-1
Barrier at 1.0 V with them = 0.2074 V; added charge = 9.32 % of Ns
Mean spacing of interface charges = 5.77 nm
Rough lateral spread of potential = 0.095 V
Nc = 3.72e+18 cm^-3; Nd/Nc = 0.134
Fermi level below band edge: bulk 0.052 eV, boundary 0.557 eV
phi0 for eps_r 7.8 and 8.8: 0.522, 0.463 V
kT/e at 400 K = 0.0345 V
Peak field at 4 phi0 = 0.639 MV/cm
Largest energy gain 1.92 eV; band gap about 3.3 eV
Charge in transit at 1.5 V = 9.17 % of Nd (speed 1e+07 cm/s)
```
